**Numerical test of the environment-induced gap reduction in a thin layer**

The program tests the result that a layer with screened interaction $W(q)=2\pi/[q(\kappa+r_0q)]$ has a quasiparticle gap smaller by $\ln\kappa/r_0$ (atomic units) than the suspended layer. Here $\kappa$ is the mean permittivity of the surroundings and $r_0$ the screening length of the layer. It asserts that quadrature over momentum and the short-distance limit of the real-space interaction both reproduce the logarithm. Diagonalization of a charge coupled to one polarization mode confirms that the gap change equals the static induced interaction. The correction for finite band overlaps is compared with a self-energy built from diagonalized Dirac states, and the thickness correction with boundary matching and an image-charge sum. The 1s exciton energies from a radial grid are compared with those from a Gaussian basis. For $r_0=45$ Å and $\kappa=3$ the output shows a gap reduction of 0.352 eV, or about 0.31 eV with either correction alone. The exciton loses 0.264 eV of binding energy, so the optical gap falls by only about 0.09 eV.

## Numerical check

```python
"""
Result under test: a thin layer with W(q) = 2 pi / (q (kappa + r0 q)) has a
quasiparticle gap smaller by ln(kappa)/r0 than the suspended layer (kappa = 1),
in atomic units; in eV and angstrom the factor e^2/(4 pi eps0) multiplies it.
kappa : mean permittivity of the two surrounding media
r0    : screening length of the layer
ell   : hbar v / Delta of a massive Dirac band edge, Delta = half the gap
eps_l, d : permittivity and thickness of a slab that models the layer
The program also tests the finite-overlap and finite-thickness corrections
and the accompanying change of the 1s exciton.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import struve, y0

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]

eps_l, d = 15.0, 6.0
r0 = eps_l * d / 2
kappa = 3.0
Delta, ell = 1.0, 4.0


def sheet_reduction(k):
    return COULOMB * np.log(k) / r0


# ---- momentum integral of the interaction change, and its real-space limit
def integrand(x, k):
    """Reduction per unit x = r0 q, in units of COULOMB / r0."""
    return 1 / (1 + x) - 1 / (k + x)


for k in (1.5, 3.0, 10.0):
    total = quad(integrand, 0, np.inf, args=(k,), epsabs=1e-11, limit=200)[0]
    assert abs(total - np.log(k)) < 1e-7


def w_real(r, k):
    """Screened interaction at distance r, in eV."""
    x = k * r / r0
    return COULOMB * np.pi / (2 * r0) * (struve(0, x) - y0(x))


r_small = 1e-6 * r0
contact_change = w_real(r_small, kappa) - w_real(r_small, 1.0)
assert abs(contact_change + sheet_reduction(kappa)) < 1e-5

# real-space form against the Fourier integral smeared with a Gaussian charge
smear = 10.0
direct = quad(lambda r: 2 * r / smear**2 * np.exp(-(r / smear)**2)
              * w_real(r, kappa), 0, 8 * smear, limit=200)[0]
fourier = quad(lambda q: COULOMB * np.exp(-(q * smear)**2 / 4)
               / (kappa + r0 * q), 0, 14 / smear, limit=200)[0]
assert abs(direct - fourier) < 1e-6


def q_share(f, k):
    """Momentum below which the fraction f of the reduction is collected."""
    return k * (k**f - 1) / (k - k**f) / r0


for f in (0.5, 0.9):
    part = quad(integrand, 0, r0 * q_share(f, kappa), args=(kappa,))[0]
    assert abs(part / np.log(kappa) - f) < 1e-8
assert abs(q_share(0.5, kappa) * r0 - np.sqrt(kappa)) < 1e-12

# ---- a polarizable mode: gap change equals the static induced interaction
n_boson = 50
lower = np.diag(np.sqrt(np.arange(1, n_boson)), 1)
position = lower + lower.T
number = np.diag(np.arange(n_boson, dtype=float))
omega, g = 1.3, 0.4


def charged_ground(charge):
    values, vectors = np.linalg.eigh(omega * number + charge * g * position)
    return values[0], vectors[:, 0]


gap_change = (charged_ground(1)[0] + charged_ground(-1)[0]
              - 2 * charged_ground(0)[0])
probe = 1e-3
state = charged_ground(probe)[1]
induced = g * (state @ position @ state) / probe
assert abs(gap_change - induced) < 1e-8
assert abs(induced + 2 * g**2 / omega) < 1e-8

# recoil: the electron is scattered to a state higher by 'recoil'
recoil, weak = 0.5, 0.01
levels = np.diag([0.0, recoil])
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
h_recoil = (np.kron(levels, np.eye(n_boson)) + np.kron(np.eye(2), omega * number)
            + weak * np.kron(flip, position))
shift = np.linalg.eigvalsh(h_recoil)[0]
assert abs(shift / (-weak**2 / (omega + recoil)) - 1) < 1e-3


# ---- finite overlaps: static self-energy of a massive Dirac band edge
def dirac_self_energies(k, length):
    """Changes of the valence and conduction edges in eV, by diagonalization."""
    s, weight = np.polynomial.legendre.leggauss(400)
    s, weight = (s + 1) / 2, weight / 2
    scale = 10 / r0
    q = scale * s / (1 - s)
    dq = weight * scale / (1 - s)**2
    ham = np.zeros((q.size, 2, 2))
    ham[:, 0, 0], ham[:, 1, 1] = 1.0, -1.0
    ham[:, 0, 1] = ham[:, 1, 0] = length * q
    vectors = np.linalg.eigh(ham)[1]          # column 0 filled, column 1 empty
    change = COULOMB * (1 / (k + r0 * q) - 1 / (1 + r0 * q))
    factor = np.array([-0.5, 0.5])            # one half minus occupation
    valence = np.sum(dq * change * (vectors[:, 1, :]**2 @ factor))
    conduction = np.sum(dq * change * (vectors[:, 0, :]**2 @ factor))
    return valence, conduction


def dirac_reduction(k, length):
    def s_function(b):
        return (np.arcsinh(b) + np.arcsinh(1 / b)) / np.sqrt(1 + b * b)
    return COULOMB / r0 * (s_function(length / r0) - s_function(k * length / r0))


for k in (1.5, 3.0, 5.0):
    val, con = dirac_self_energies(k, ell)
    assert abs(val - con + 0.0 - dirac_reduction(k, ell)) < 1e-7
val_ideal, con_ideal = dirac_self_energies(kappa, 0.0)
assert abs(val_ideal - sheet_reduction(kappa) / 2) < 1e-7
assert abs(con_ideal + sheet_reduction(kappa) / 2) < 1e-7
tiny = 1e-3 * r0
first_order = np.log(kappa) - (kappa - 1) * tiny / r0
assert abs(dirac_reduction(kappa, tiny) * r0 / COULOMB - first_order) < 1e-4


# ---- finite thickness: boundary matching for a charge at the slab centre
def slab_potential(q, eps, thick, top, bottom):
    """Potential at the charge divided by 2 pi / q."""
    x = q * thick / 2
    t = np.tanh(x)
    edge = np.exp(-x) / eps
    matrix = np.array([[eps * t + top, eps + top * t],
                       [-eps * t - bottom, eps + bottom * t]])
    rhs = edge * np.array([eps - top, bottom - eps])
    even = np.linalg.solve(matrix, rhs)[0]
    return 1 / eps + even / np.cosh(x)


thin = 1e-3 * r0
for x in (0.3, 1.0, 3.0):
    matched = slab_potential(x / r0, 2 * r0 / thin, thin, 1.0, 5.0)
    assert abs(matched * (3.0 + x) - 1) < 1e-4


def slab_reduction(k):
    return COULOMB / r0 * (np.log(k) - np.log((eps_l + k) / (eps_l + 1)))


def image_reduction(k):
    n = np.arange(1, 600)
    p_one, p_k = (eps_l - 1) / (eps_l + 1), (eps_l - k) / (eps_l + k)
    return 2 * COULOMB / (eps_l * d) * np.sum((p_one**n - p_k**n) / n)


for k in (1.5, 3.0, 5.0):
    matched = COULOMB * quad(lambda q: slab_potential(q, eps_l, d, 1, 1)
                             - slab_potential(q, eps_l, d, k, k),
                             0, 40 / d, limit=200)[0]
    assert abs(matched - slab_reduction(k)) < 1e-6
    assert abs(image_reduction(k) - slab_reduction(k)) < 1e-9

# ---- 1s exciton: radial grid, checked with a Gaussian basis in momentum space
kinetic = Delta * ell**2          # hbar^2 / (2 mu), with mu half the band mass
mu_ratio = const.hbar**2 / (2 * const.m_e) / const.e * 1e20 / kinetic


def binding_grid(k, h=0.1, n=4000):
    r = (np.arange(n) + 0.5) * h
    diagonal = 2 * kinetic / h**2 - w_real(r, k)
    off = -kinetic * (r[:-1] + h / 2) / (h**2 * np.sqrt(r[:-1] * r[1:]))
    return -eigh_tridiagonal(diagonal, off, eigvals_only=True,
                             select="i", select_range=(0, 0))[0]


def binding_gauss(k):
    a = 1 / np.geomspace(1.0, 150.0, 14)**2
    p = a[:, None] + a[None, :]
    y, weight = np.polynomial.legendre.leggauss(300)
    y, weight = 3.5 * (y + 1), 3.5 * weight
    root = 2 * np.sqrt(p)[:, :, None]
    attraction = COULOMB * np.sum(weight * root * np.exp(-y**2)
                                  / (k + r0 * root * y), axis=2)
    overlap = np.pi / p
    ham = kinetic * 4 * np.pi * np.outer(a, a) / p**2 - overlap * attraction
    norm = 1 / np.sqrt(np.diag(overlap))
    scale = np.outer(norm, norm)
    return -eigh(ham * scale, overlap * scale, eigvals_only=True)[0]


bind_free, bind_env = binding_grid(1.0), binding_grid(kappa)
assert abs(bind_free - binding_gauss(1.0)) < 1e-3
assert abs(bind_env - binding_gauss(kappa)) < 1e-3
gap_drop = sheet_reduction(kappa)
optical_drop = gap_drop - (bind_free - bind_env)
assert 0 < optical_drop < gap_drop
distances = np.geomspace(1e-3, 400, 500)
interaction_change = w_real(distances, kappa) - w_real(distances, 1.0)
assert np.all(interaction_change < 0)
assert np.all(interaction_change > -gap_drop)

# ---- printed numbers
print(f"e^2/(4 pi eps0) = {COULOMB:.4f} eV angstrom")
print(f"slab permittivity eps_l = {eps_l:.0f}, thickness d = {d:.1f} angstrom")
print(f"screening length r0 = {r0:.1f} angstrom")
print(f"environment kappa = {kappa:.1f}, ln(kappa) = {np.log(kappa):.4f}")
print(f"energy scale e^2/(4 pi eps0 r0) = {COULOMB / r0:.4f} eV")
print(f"gap reduction, sheet formula = {gap_drop:.4f} eV")
print(f"the same = {gap_drop / HARTREE:.6f} hartree")
print(f"shift of conduction edge, ideal overlaps = {con_ideal:.4f} eV")
print(f"shift of valence edge, ideal overlaps = {val_ideal:+.4f} eV")
print(f"interaction change at r = 1e-6 r0 = {contact_change:.4f} eV")
for f in (0.5, 0.9):
    q = q_share(f, kappa)
    energy = Delta * (np.sqrt(1 + (ell * q)**2) - 1)
    print(f"{100 * f:.0f} % of reduction from q below {q:.4f} 1/angstrom")
    print(f"   there ell*q = {ell * q:.3f}, recoil energy = {energy:.4f} eV")
print(f"Dirac edge: Delta = {Delta:.1f} eV, ell = {ell:.1f} angstrom")
linear = COULOMB / r0 * (np.log(kappa) - (kappa - 1) * ell / r0)
print(f"reduction with Dirac overlaps = {dirac_reduction(kappa, ell):.4f} eV")
print(f"the same to first order in ell/r0 = {linear:.4f} eV")
print(f"reduction for slab of finite thickness = {slab_reduction(kappa):.4f} eV")
print("kappa   sheet (eV)   Dirac overlaps (eV)   finite slab (eV)")
for k in (1.5, 2.0, 3.0, 5.0):
    print(f"{k:4.1f}    {sheet_reduction(k):.4f}       "
          f"{dirac_reduction(k, ell):.4f}                {slab_reduction(k):.4f}")
print(f"hbar^2/(2 mu) = {kinetic:.1f} eV angstrom^2, mu/m_e = {mu_ratio:.4f}")
print(f"1s binding energy, kappa = 1: {bind_free:.3f} eV")
print(f"1s binding energy, kappa = {kappa:.0f}: {bind_env:.3f} eV")
print(f"loss of binding energy = {bind_free - bind_env:.3f} eV")
print(f"reduction of optical gap = {optical_drop:.3f} eV")
print("all tests passed")
```

It prints:

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
slab permittivity eps_l = 15, thickness d = 6.0 angstrom
screening length r0 = 45.0 angstrom
environment kappa = 3.0, ln(kappa) = 1.0986
energy scale e^2/(4 pi eps0 r0) = 0.3200 eV
gap reduction, sheet formula = 0.3515 eV
the same = 0.012919 hartree
shift of conduction edge, ideal overlaps = -0.1758 eV
shift of valence edge, ideal overlaps = +0.1758 eV
interaction change at r = 1e-6 r0 = -0.3515 eV
50 % of reduction from q below 0.0385 1/angstrom
   there ell*q = 0.154, recoil energy = 0.0118 eV
90 % of reduction from q below 0.3605 1/angstrom
   there ell*q = 1.442, recoil energy = 0.7549 eV
Dirac edge: Delta = 1.0 eV, ell = 4.0 angstrom
reduction with Dirac overlaps = 0.3115 eV
the same to first order in ell/r0 = 0.2947 eV
reduction for slab of finite thickness = 0.3139 eV
kappa   sheet (eV)   Dirac overlaps (eV)   finite slab (eV)
 1.5    0.1297       0.1188                0.1199
 2.0    0.2218       0.2006                0.2024
 3.0    0.3515       0.3115                0.3139
 5.0    0.5150       0.4420                0.4436
hbar^2/(2 mu) = 16.0 eV angstrom^2, mu/m_e = 0.2381
1s binding energy, kappa = 1: 0.516 eV
1s binding energy, kappa = 3: 0.252 eV
loss of binding energy = 0.264 eV
reduction of optical gap = 0.087 eV
all tests passed
```
